# Hyperfine levels of deuterium 2P3/2 from a spin-one Breit Hamiltonian: test program

```python
"""Hyperfine levels of deuterium 2P3/2 from a Breit Hamiltonian with a spin-one nucleus.

Result under test (Hartree units, c = 1/alpha, electron mass 1):
  E(F=5/2) = 3A/2 + B/4,  E(3/2) = -A - B,  E(1/2) = -5A/2 + 5B/4
  A = C*(2*rho/3 - g_e/15),  B = (2/5)*Q*<r^-3>,  C = alpha^2*kappa*<r^-3>
  rho = 1 + 1/M - Z/(2*kappa*M^2),  <r^-3> = m_r^3/24
kappa: nuclear magnetic moment divided by spin; Q: quadrupole moment;
M: nuclear mass; m_r: reduced mass; g_e: electron g factor (positive); Z = 1.
Mixing with 2P1/2 is treated to second order and by full diagonalization.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal


def value(name):
    return const.physical_constants[name][0]


# ---------- relativistic spin precession, in units with c = 1 ----------
def boost(v):
    """Matrix taking lab components to the frame moving with velocity v."""
    v2 = v @ v
    gamma = 1 / np.sqrt(1 - v2)
    lam = np.eye(4)
    lam[0, 0] = gamma
    lam[0, 1:] = lam[1:, 0] = -gamma * v
    lam[1:, 1:] += (gamma - 1) * np.outer(v, v) / v2
    return lam


def precession(charge, mass, moment, source_charge, separation, v, v_source, s):
    """ds/dt of a rest-frame spin s; separation points from source to particle."""
    field = source_charge * separation / np.linalg.norm(separation)**3
    tensor = np.zeros((4, 4))
    tensor[1:, 0], tensor[0, 1:] = field, -field
    to_particle = boost(v) @ boost(-v_source)
    tensor = to_particle @ tensor @ to_particle.T
    e_rest = tensor[1:, 0]
    b_rest = -np.array([tensor[2, 3], tensor[3, 1], tensor[1, 2]])
    accel = charge * e_rest / mass
    to_lab = boost(-v)
    spin4 = to_lab @ np.r_[0.0, s]
    dspin4 = to_lab @ np.r_[s @ accel, moment * np.cross(s, b_rest)]
    u4 = to_lab @ np.array([1.0, 0, 0, 0])
    du4 = to_lab @ np.r_[0.0, accel]

    def rest_spin(step):
        u_new = u4 + step * du4
        return (boost(u_new[1:] / u_new[0]) @ (spin4 + step * dspin4))[1:]

    step = 1e-5
    return (rest_spin(step) - rest_spin(-step)) / (2 * step)


r_vec = np.array([0.7, -0.4, 1.1])
p_vec = 1e-3 * np.array([0.5, 0.9, -0.3])
s_vec = np.array([0.3, 0.8, -0.5])
r_len = np.linalg.norm(r_vec)
l_over_r3 = np.cross(r_vec, p_vec) / r_len**3
M_test, k_test, g_test = 3.0, 0.4, 2.6
# nuclear spin in the field of the moving electron
rate = precession(1, M_test, k_test, -1, -r_vec, -p_vec / M_test, p_vec, s_vec)
coef = k_test * (1 + 1 / M_test) - 1 / (2 * M_test**2)
expected = coef * np.cross(l_over_r3, s_vec)
assert np.linalg.norm(rate - expected) < 1e-4 * np.linalg.norm(expected)
# electron spin in the field of the moving nucleus
rate = precession(-1, 1, -g_test / 2, 1, r_vec, p_vec, -p_vec / M_test, s_vec)
coef = (g_test - 1) / 2 + g_test / (2 * M_test)
expected = coef * np.cross(l_over_r3, s_vec)
assert np.linalg.norm(rate - expected) < 1e-4 * np.linalg.norm(expected)

# ---------- dipole field: numerical curl against the tensor form ----------
mu_vec = np.array([0.2, -0.6, 0.9])


def vector_potential(x):
    return np.cross(mu_vec, x) / np.linalg.norm(x)**3


h = 1e-4
grad = np.array([(vector_potential(r_vec + h * e) - vector_potential(r_vec - h * e))
                 / (2 * h) for e in np.eye(3)])
curl = np.array([grad[1, 2] - grad[2, 1], grad[2, 0] - grad[0, 2],
                 grad[0, 1] - grad[1, 0]])
n_vec = r_vec / r_len
dipole = (3 * n_vec * (n_vec @ mu_vec) - mu_vec) / r_len**3
assert np.allclose(curl, dipole, atol=1e-6)

# ---------- spin matrices ----------
def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


s_half, i_one = spin_matrices(0.5), spin_matrices(1)

# quadrupole operator against the Coulomb energy of three point charges
d = 1e-3
q_arr = 4 * d**2                     # charges +1, -2, +1 at z = d, 0, -d
z_d = np.array([0, 0, d])
coulomb = -(1 / np.linalg.norm(r_vec - z_d) + 1 / np.linalg.norm(r_vec + z_d)
            - 2 / r_len)
i_dot_n = sum(n_vec[a] * i_one[a] for a in range(3))
operator = -(q_arr / 2) * (3 * i_dot_n @ i_dot_n - 2 * np.eye(3)) / r_len**3
assert abs(coulomb / operator[0, 0].real - 1) < 1e-5

# ---------- radial average, solved on a grid with a different mass ----------
m_test, h = 0.8, 0.01
r = h * np.arange(1, 6000)
diag = 1 / (m_test * h**2) + 1 / (m_test * r**2) - 1 / r
off = np.full(len(r) - 1, -1 / (2 * m_test * h**2))
_, vec = eigh_tridiagonal(diag, off, select='i', select_range=(0, 0))
r3_grid = np.sum(vec[:, 0]**2 / r**3)
assert abs(r3_grid / (m_test**3 / 24) - 1) < 1e-4

# ---------- parameters of deuterium ----------
alpha = value('fine-structure constant')
M = value('deuteron-electron mass ratio')
m_p = value('proton-electron mass ratio')
g_e = abs(value('electron g factor'))
g_d = value('deuteron g factor')
khz = value('hartree-hertz relationship') / 1e3
Q_fm2 = 0.29                         # rough measured size, two figures
Q = Q_fm2 * 1e-30 / value('Bohr radius')**2
kappa = g_d / (2 * m_p)
m_r = M / (1 + M)
r3 = m_r**3 / 24
rho = 1 + 1 / M - 1 / (2 * kappa * M**2)
C = alpha**2 * kappa * r3 * khz
A = C * (2 * rho / 3 - g_e / 15)
B = 0.4 * Q * r3 * khz
zeta = alpha**2 * r3 * ((g_e - 1) / 2 + g_e / (2 * M)) * khz
Delta = 1.5 * zeta
F_list = (2.5, 1.5, 0.5)
first = {2.5: 1.5 * A + B / 4, 1.5: -A - B, 0.5: -2.5 * A + 1.25 * B}
tau = np.sqrt(2) * C * (rho / 3 - g_e / 12)
mixing = {2.5: 0.0, 1.5: 2.5 * tau**2 / Delta, 0.5: tau**2 / Delta}

# ---------- 18-state Hamiltonian in the Cartesian P basis (x, y, z) ----------
x_gl, w_gl = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = np.meshgrid(x_gl, phi, indexing='ij')
st = np.sqrt(1 - ct**2)
n = np.array([st * np.cos(ph), st * np.sin(ph), ct])
weight = np.repeat(w_gl[:, None], 16, axis=1) / 32
nn = 3 * np.einsum('iqp,aqp,bqp,jqp,qp->abij', n, n, n, n, weight)
eps = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, c], eps[a, c, b] = 1, -1
l_one = [-1j * eps[k] for k in range(3)]
e2, e3 = np.eye(2), np.eye(3)


def product(orbital, spin, nuclear):
    return np.kron(np.kron(orbital, spin), nuclear)


LS = sum(product(l_one[a], s_half[a], e3) for a in range(3))
LI = sum(product(l_one[a], e2, i_one[a]) for a in range(3))
TI = sum(product(3 * nn[a, b] - (a == b) * e3, s_half[a], i_one[b])
         for a in range(3) for b in range(3))
QQ = sum(product(3 * nn[a, b], e2, i_one[a] @ i_one[b])
         for a in range(3) for b in range(3)) - 2 * np.eye(18)
F_ops = [product(l_one[a], e2, e3) + product(e3, s_half[a], e3)
         + product(e3, e2, i_one[a]) for a in range(3)]
F_sq = sum(f @ f for f in F_ops)
H_mag = C * (rho * LI + g_e / 2 * TI)
H_quad = -Q * r3 * khz / 2 * QQ


def upper_levels(hamiltonian):
    """Mean energy for each F in the upper twelve states (J = 3/2)."""
    energy, states = np.linalg.eigh(hamiltonian)
    energy, states = energy[-12:], states[:, -12:]
    f_sq = np.einsum('ik,ij,jk->k', states.conj(), F_sq, states).real
    result = {}
    for f in F_list:
        chosen = abs(f_sq - f * (f + 1)) < 1e-3
        assert chosen.sum() == round(2 * f + 1)
        result[f] = energy[chosen].mean()
    return result


# first-order levels: hyperfine operators projected on J = 3/2
P = (2 * LS + 2 * np.eye(18)) / 3
assert np.allclose(P @ P, P)
big = 1e6
projected = upper_levels(big * P + P @ (H_mag + H_quad) @ P)
for f in F_list:
    assert abs(projected[f] - big - first[f]) < 1e-5

# magnetic mixing with J = 1/2; the hyperfine part of the denominator is dropped
magnetic = upper_levels(zeta * LS + H_mag)
mag_first = {2.5: 1.5 * A, 1.5: -A, 0.5: -2.5 * A}
for f in F_list:
    shift = magnetic[f] - zeta / 2 - mag_first[f]
    assert abs(shift - mixing[f]) < 3e-3 * mixing[f] + 1e-5

# complete Hamiltonian; only small magnetic-quadrupole cross terms may remain
full = upper_levels(zeta * LS + H_mag + H_quad)
full = {f: full[f] - zeta / 2 for f in F_list}
for f in F_list:
    assert abs(full[f] - first[f] - mixing[f]) < 0.02


def quadrupole_from_intervals(level):
    d1, d2 = level[2.5] - level[1.5], level[1.5] - level[0.5]
    return (3 * d1 - 5 * d2) / 15


assert abs(quadrupole_from_intervals(projected) - B) < 1e-5
B_apparent = quadrupole_from_intervals(full)

# successive changes of A from fixed nucleus and g_e = 2
C_fixed = alpha**2 * kappa / 24 * khz
A_fixed = 8 / 15 * C_fixed
A_reduced = 8 / 15 * C
A_moving = C * (2 * rho / 3 - 2 / 15)

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"deuteron mass M = {M:.4f} electron masses")
print(f"proton mass m_p = {m_p:.4f} electron masses")
print(f"electron g_e = {g_e:.8f}")
print(f"deuteron g_d = {g_d:.7f}")
print(f"adopted Q = {Q_fm2:.2f} fm^2")
print(f"Q in atomic units = {Q:.3e} bohr^2")
print(f"kappa = {kappa:.6e} a.u.")
print(f"reduced mass m_r = {m_r:.8f} electron masses")
print(f"<r^-3> for 2P = {r3:.8f} bohr^-3")
print(f"moving-nucleus factor rho = {rho:.8f}")
print(f"grid / formula <r^-3>, test mass {m_test}: {r3_grid * 24 / m_test**3:.7f}")
print(f"C = {C:.3f} kHz")
print(f"A, fixed nucleus, g_e = 2: {A_fixed:.3f} kHz")
print(f"change of A from reduced mass: {A_reduced - A_fixed:.3f} kHz")
print(f"change of A from rho: {A_moving - A_reduced:.3f} kHz")
print(f"change of A from g_e - 2: {A - A_moving:.3f} kHz")
print(f"A = {A:.3f} kHz")
print(f"B = {B:.3f} kHz")
print(f"fine-structure interval Delta = {Delta:.0f} kHz")
print(f"mixing element tau = {tau:.2f} kHz")
for f in F_list:
    name = f"F={int(2 * f)}/2"
    print(f"{name} first-order level = {first[f]:.3f} kHz")
    print(f"{name} mixing shift, formula = {mixing[f]:.4f} kHz")
    print(f"{name} full level = {full[f]:.3f} kHz")
    print(f"{name} full level = {full[f] / khz:.5e} hartree")
print(f"interval 5/2 - 3/2, full = {full[2.5] - full[1.5]:.3f} kHz")
print(f"interval 3/2 - 1/2, full = {full[1.5] - full[0.5]:.3f} kHz")
print(f"apparent B from full intervals = {B_apparent:.3f} kHz")
print(f"apparent B minus B = {B_apparent - B:.4f} kHz")
print(f"scale of omitted terms alpha^2*A = {alpha**2 * A:.3f} kHz")
print("every check passed")
```

Printed output:

```
fine-structure constant alpha = 0.007297353
deuteron mass M = 3670.4830 electron masses
proton mass m_p = 1836.1527 electron masses
electron g_e = 2.00231930
deuteron g_d = 0.8574382
adopted Q = 0.29 fm^2
Q in atomic units = 1.036e-10 bohr^2
kappa = 2.334877e-04 a.u.
reduced mass m_r = 0.99972763 electron masses
<r^-3> for 2P = 0.04163263 bohr^-3
moving-nucleus factor rho = 1.00011349
grid / formula <r^-3>, test mass 0.8: 1.0000062
C = 3405.913 kHz
A, fixed nucleus, g_e = 2: 1817.972 kHz
change of A from reduced mass: -1.485 kHz
change of A from rho: 0.258 kHz
change of A from g_e - 2: -0.527 kHz
A = 1816.218 kHz
B = 11.347 kHz
fine-structure interval Delta = 10971682 kHz
mixing element tau = 802.03 kHz
F=5/2 first-order level = 2727.164 kHz
F=5/2 mixing shift, formula = 0.0000 kHz
F=5/2 full level = 2727.164 kHz
F=5/2 full level = 4.14483e-10 hartree
F=3/2 first-order level = -1827.566 kHz
F=3/2 mixing shift, formula = 0.1466 kHz
F=3/2 full level = -1827.417 kHz
F=3/2 full level = -2.77736e-10 hartree
F=1/2 first-order level = -4526.361 kHz
F=1/2 mixing shift, formula = 0.0586 kHz
F=1/2 full level = -4526.306 kHz
F=1/2 full level = -6.87921e-10 hartree
interval 5/2 - 3/2, full = 4554.582 kHz
interval 3/2 - 1/2, full = 2698.888 kHz
apparent B from full intervals = 11.287 kHz
apparent B minus B = -0.0604 kHz
scale of omitted terms alpha^2*A = 0.097 kHz
every check passed
```
